# Can a molecule without mirror plane or inversion centre be achiral?

**Q:** I sort molecules with a two-line rule. If there is a mirror plane or an inversion centre, the molecule is achiral. If there is neither, it is chiral. Is anything wrong with that?

**A:** The first line is right and the second is not. Start from what the word means. A rigid molecule is chiral if no proper motion, that is, no rotation combined with a translation, brings its mirror image into coincidence with it. That definition mentions no symmetry element, so your rule needs a proof.

**Q:** Which mirror image? There are infinitely many planes to reflect in.

**A:** The choice does not matter. Let $X$ be the set of atoms and let $M_1$ and $M_2$ be reflections in two planes. Since $M_1^{-1}M_1=1$,

$$M_2X=(M_2M_1^{-1})\,M_1X .$$

Each reflection has determinant $-1$, so the bracket has determinant $(-1)(-1)=+1$ and is a proper motion. The two images are the same object placed differently.

**Q:** Then how does symmetry enter?

**A:** Put the origin at the centroid of the atoms and suppose that $X$ has a symmetry operation $S$ with determinant $-1$, called an improper operation. Then $SX=X$. Take a mirror $M$ through the origin and define $R=SM^{-1}$. Its determinant is $(-1)(-1)=+1$, so $R$ is a rotation, and

$$R(MX)=SM^{-1}MX=SX=X .$$

The rotation $R$ lays the mirror image on the original. Any improper operation therefore makes the molecule achiral.

The converse also holds. Suppose that a proper motion $g$ gives $g(MX)=X$. Then $gM$ maps $X$ onto itself. It permutes the atoms, so it leaves their centroid in place and belongs to the point group. Its determinant is $(+1)(-1)=-1$. A rigid molecule is thus achiral exactly when its point group contains an improper operation.

**Q:** But a mirror and an inversion are the improper operations. That is my rule again.

**A:** They are two of them. A real orthogonal $3\times3$ matrix $S$ with determinant $-1$ has an eigenvalue $-1$, because $\det(S+1)=\det(S+SS^{T})=\det S\,\det(1+S^{T})=-\det(S+1)$, which forces $\det(S+1)=0$. It reverses one axis and rotates the plane perpendicular to it by some angle $\theta$. This is a rotation-reflection. With $\theta=0$ it is a mirror, and with $\theta=180^\circ$ it is the inversion. Other angles give neither. The operation with $\theta=360^\circ/n$ is called $S_n$.

**Q:** Surely if I repeat such an operation I eventually reach a mirror or an inversion?

**A:** For some $n$ you do. Write $S_n=C_n\sigma_h$, where $C_n$ is the rotation by $360^\circ/n$ and $\sigma_h$ reflects in the plane perpendicular to the axis. The two commute, so

$$S_n^k=C_n^k\,\sigma_h^k .$$

For even $k$ we have $\sigma_h^k=1$, and the power is a pure rotation. Improper powers need odd $k$, and they rotate by $360^\circ k/n$.

- A mirror needs a whole number of turns, so $k$ must be a multiple of $n$. An odd number has only odd divisors, so $n$ must be odd. Then $k=n$ works.
- The inversion needs an odd number of half turns, so $2k=n\times(\text{odd number})$. With $k$ odd, the left side contains the factor 2 once, so $n=2,6,10,\dots$ Then $k=n/2$ works.
- For $n=4,8,12,\dots$ neither condition can be met.

These families cover every case. A set of atoms lying in one plane has that plane as a mirror. Otherwise an operation is fixed by how it permutes the atoms, so some power of it is the identity and its angle is $360^\circ m/n$ with $m/n$ in lowest terms. If $n$ is odd, its $n$-th power is a mirror. If $n$ is even, choose $k$ with $km\equiv1\pmod n$. This $k$ is odd because $n$ is even, so the $k$-th power is $S_n$ itself.

Your rule survives for the first two families and fails for the third. The smallest case is $S_4$.

**Q:** That shows that the powers of $S_4$ contain no mirror. A real arrangement of atoms might acquire one anyway. Can you build one that does not?

**A:** Take the axis along $z$. A quarter turn sends $(x,y,z)$ to $(-y,x,z)$, and the reflection then changes the sign of $z$:

$$S_4:\ (x,y,z)\rightarrow(-y,x,-z).$$

Start with an atom anywhere off the axis and apply $S_4$ repeatedly. What do you get?

**Q:** Four atoms. Two are opposite each other at height $z$, and two are opposite each other at height $-z$, turned by $90^\circ$. Is that the example?

**A:** No, and your worry was justified. The plane containing the axis and the upper pair leaves that pair in place and exchanges the lower two atoms. It is a mirror plane. One such orbit always has mirrors, whichever starting point you choose.

A second orbit, pointing in a different direction around the axis, can remove them. I take identical atoms, coordinates in Å, and starting points $(3,0,1)$ and $(2,1,2)$. This is a geometrical model, not a named compound.

- $A_1=(3,0,1)$, $A_2=(0,3,-1)$, $A_3=(-3,0,1)$, $A_4=(0,-3,-1)$
- $B_1=(2,1,2)$, $B_2=(-1,2,-2)$, $B_3=(-2,-1,2)$, $B_4=(1,-2,-2)$

Within each row, $S_4$ takes every atom to the next and the last to the first. The coordinates sum to zero, so the centroid is the origin.

**Q:** The inversion is easy to exclude: it sends $A_1$ to $(-3,0,-1)$, where there is no atom. But how can you exclude every mirror plane, including tilted ones?

**A:** Use distances, which every symmetry operation preserves. The squared distance from the centroid is $9+0+1=10$ for each $A$ atom and $4+1+4=9$ for each $B$ atom. A symmetry operation must therefore permute the $A$ atoms among themselves, and likewise the $B$ atoms.

Among the $A$ atoms, the pairs $A_1A_3$ and $A_2A_4$ are 6 Å apart. The other four pairs are $\sqrt{9+9+4}=4.690$ Å apart. A symmetry operation must keep the two long pairs or exchange them, so it keeps or exchanges their midpoints $(0,0,1)$ and $(0,0,-1)$.

A mirror that exchanges the midpoints can only be the plane $z=0$. It sends $A_1$ to $(3,0,-1)$, where there is no atom. A mirror that keeps both midpoints contains the $z$ axis and sends $A_1$ to itself or to $A_3$. These choices give the planes $y=0$ and $x=0$. Now look at $B_1$:

$$y=0:\ (2,1,2)\rightarrow(2,-1,2),\qquad x=0:\ (2,1,2)\rightarrow(-2,1,2).$$

Neither image is an atom of the set, so there is no mirror plane. An exhaustive search, which tries every possible image of three independent atoms, finds four operations in all: the identity, a half turn, and the two operations $S_4$ and $S_4^3$. The point group is $S_4$.

**Q:** By my rule this is chiral. Show me the mirror image lying on the original.

**A:** Reflect in the plane $z=0$, then turn by $90^\circ$ about $z$, using $(x,y,z)\rightarrow(-y,x,z)$:

- $A_1\rightarrow(3,0,-1)\rightarrow(0,3,-1)=A_2$
- $A_2\rightarrow(0,3,1)\rightarrow(-3,0,1)=A_3$
- $A_3\rightarrow(-3,0,-1)\rightarrow(0,-3,-1)=A_4$
- $A_4\rightarrow(0,-3,1)\rightarrow(3,0,1)=A_1$
- $B_1\rightarrow(2,1,-2)\rightarrow(-1,2,-2)=B_2$
- $B_2\rightarrow(-1,2,2)\rightarrow(-2,-1,2)=B_3$
- $B_3\rightarrow(-2,-1,-2)\rightarrow(1,-2,-2)=B_4$
- $B_4\rightarrow(1,-2,2)\rightarrow(2,1,2)=B_1$

The middle column is the mirror image. Only a rotation was applied to it, and every atom landed on an atom. The set is achiral. A turn by $-90^\circ$ works too, because it corresponds to the other improper operation, $S_4^3$.

**Q:** Before the turn, the image did not match the original at all. I would have stopped there.

**A:** A mismatch in one placement proves nothing, since chirality requires a mismatch in every placement. With a mirror plane, reflection in that plane gives a match with no turn. With $S_4$ alone, a turn is needed.

**Q:** How delicate is this? Suppose that I rotate the $B$ atoms around the axis relative to the $A$ atoms.

**A:** Let $\delta$ be the angle between the directions of the upper $B$ pair and the upper $A$ pair, with heights and radii fixed. The distance argument still leaves only the planes $y=0$ and $x=0$. The first turns the direction $\delta$ into $-\delta$, which must equal $\delta$ or $\delta+180^\circ$ for the upper pair to be preserved. Hence $\delta$ must be a multiple of $90^\circ$. The plane $x=0$ gives $180^\circ-\delta$ and the same condition.

The search agrees at the angles tried: two mirrors at $0^\circ$ and $90^\circ$, none at $20^\circ$ and $45^\circ$. The set is achiral throughout, because $S_4$ is present at every $\delta$.

**Q:** And if I destroy the $S_4$ axis?

**A:** Move $B_2$ to $(-1,3,-2)$ and $B_4$ to $(1,-3,-2)$. The centroid stays at the origin, but the squared distance of these two atoms from it becomes $1+9+4=14$. The upper and lower $B$ pairs can no longer be exchanged, so $S_4$ and $S_4^3$ are lost. The mirrors remain excluded by $B_1$, and the inversion by $A_1$. The search finds only the identity and the half turn. This set is chiral.

The misfit can be measured. I reflect the set in a tilted plane, pair the image atoms with the original atoms in all $8!=40320$ ways, and find the best proper rotation for each pairing by a singular value decomposition, with the centroids together. The smallest root-mean-square distance is 0.7071 Å for the altered set. For the $S_4$ set it is zero to the printed 0.0001 Å, reached by two pairings, one for each improper operation.

The value 0.7071 Å has a simple reading. Reflect the altered set in $z=0$ and make the quarter turn as before. The four $A$ atoms match, and each of the four $B$ atoms misses by 1 Å, so the root-mean-square distance is $\sqrt{4/8}=0.7071$ Å. The search finds no better placement.

**Q:** Could I settle the question in the laboratory? If the substance rotates the plane of polarized light, it must be chiral.

**A:** With no magnetic field applied, that inference holds for a fluid of randomly oriented molecules, but not for an aligned sample. In a transparent medium, to leading order in molecular size over wavelength, the rotatory contribution for light along the unit vector $\mathbf k$ is proportional to $\mathbf k^{T}g\,\mathbf k$, where $g$ is the symmetric gyration tensor. A reflection reverses the sense of rotation, so a symmetry operation $S$ requires

$$g=\det(S)\,S\,g\,S^{T}.$$

For random orientations the average of $k_ik_j$ is $\delta_{ij}/3$, so the signal is proportional to $\operatorname{tr}g/3$. Taking the trace of the condition gives $\operatorname{tr}g=\det(S)\operatorname{tr}g$. Any improper operation makes the trace vanish, and the fluid does not rotate the light.

**Q:** And the aligned sample?

**A:** Insert $S_4$ into the condition. It gives $g_{xx}=-g_{yy}$ and $g_{zz}=-g_{zz}=0$, while $g_{xy}=g_{xy}$ leaves that component free. It also gives $g_{xz}=-g_{yz}$ and $g_{yz}=g_{xz}$, so both of these vanish. For light in the $xy$ plane at angle $\varphi$ from $x$,

$$\mathbf k^{T}g\,\mathbf k=g_{xx}(\cos^2\varphi-\sin^2\varphi)+2g_{xy}\sin\varphi\cos\varphi=g_{xx}\cos2\varphi+g_{xy}\sin2\varphi .$$

Take model values $g_{xx}=-1.5$ and $g_{xy}=2$ in arbitrary units. The contribution is $-1.5$ along $x$ and $+1.5$ along $y$, and it averages to zero over all directions. Symmetry permits these components but does not fix their size. An $S_4$ axis also permits linear birefringence for light in every direction except $z$, and along $z$ the rotatory contribution is $g_{zz}=0$. The contribution therefore normally comes together with birefringence, which can be much larger and hide it in a measurement. An inversion centre would give $g=-g$ and forbid them all.

**Q:** So what should my second line say?

**A:** If there is no mirror plane and no inversion centre, look for an $S_4$, $S_8$ or higher axis of that family. The molecule is chiral only if there is none. This applies to one rigid geometry. A flexible molecule can pass between mirror-image shapes, and then the point group of a single shape does not decide whether the two forms can be separated.

Numbers in the example were calculated in double precision.
